# Imprint from Gaussian trapping barriers: an error-function law in logarithmic time, part 2

A ferroelectric capacitor held in one state develops imprint, a shift $\Delta V$ of its hysteresis loop, as electrons from the interlayer electrode fill traps between the film (thickness $d_f$, relative permittivity $\varepsilon_f$) and a non-switching interlayer ($d_i$, $\varepsilon_i$). Fields $E_f$, $E_i$ and polarization $P$ are positive from the interlayer electrode into the film. $V$ is that electrode's potential minus the other's. The stored $P$ is negative, and the trapped charge per area is $-Q=-qNf$, with $N$ traps per area, filled share $f$ and electron charge $-q$. The voltage equation of the first half is

$$V=E_fd_f+\frac{d_i}{\varepsilon_0\varepsilon_i}\left(\varepsilon_0\varepsilon_fE_f+P\right)+\frac{Qd_i}{\varepsilon_0\varepsilon_i}.$$

Charge frozen during measurement shifts the loop rigidly, by $\Delta V_{\max}$ when all traps are full.

A trap with barrier $E$ has mean capture time $\tau_0e^{E/kT}$, with attempt time $\tau_0$. For a Gaussian density of barriers $g(E)$, mean $E_0$ and standard deviation $\sigma$, the barrier integral after a wait $t$ at temperature $T$ is

$$f=\int g(E)\left[1-\exp\left(-\frac{t}{\tau_0}e^{-E/kT}\right)\right]dE .$$

It is approximated by the error-function law

$$f\simeq\Phi(z),\quad z=\frac{kT[\ln(t/\tau_0)+\gamma]-E_0}{s},\quad s^2=\sigma^2+\frac{\pi^2(kT)^2}{6},\quad \Delta V=f\,\frac{qN d_i}{\varepsilon_0\varepsilon_i},$$

where $\Phi(z)=\frac12[1+\mathrm{erf}(z/\sqrt2)]$ and $\gamma=0.5772$. Neglecting the change of $s$ with temperature, two waits give equal imprint when

$$T_1\left[\ln(t_1/\tau_0)+\gamma\right]\simeq T_2\left[\ln(t_2/\tau_0)+\gamma\right].$$

The example has $d_f=10$ nm, $d_i=1$ nm, both permittivities 30, $E_0=1.05$ eV, $\sigma=0.20$ eV, $\tau_0=10^{-10}$ s and $N=2.5\times10^{13}$ cm⁻², so $\Delta V_{\max}=0.151$ V. At 85 °C, $kT=0.03086$ eV and $s=0.2039$ eV; the imprint is 85 mV after $10^5$ s and 138 mV after ten years.

The computed results also list checks of the law. There, $U$ is the logarithm of a trap's capture time divided by its mean, the error bound is on $|f-\Phi(z)|$, and the sharp front sets $U=0$.

Ten years at 25 °C reach $0.02569\,(42.595+0.577)=1.109$ eV. At 85 °C the same height needs $\ln(t/\tau_0)=1.109/0.03086-0.577=35.4$, or about $2.3\times10^5$ s, which is between two and three days. This equivalence presumes that the same traps, with unchanged barriers and attempt time, act at both temperatures.

For a design, the useful quantity is the time at which the imprint reaches a permitted value. Let this value be a share $p$ of $\Delta V_{\max}$, and let $z_p$ be defined by $\Phi(z_p)=p$. Solving the definition of $z$ for time gives

$$\ln\frac{t_p}{\tau_0}=\frac{E_0+s z_p}{kT}-\gamma .$$

A limit of 0.10 V means $p=0.663$ and $z_p=0.421$. The time is $5.4\times10^5$ s at 85 °C, a little over six days, and $8.7\times10^8$ s at 25 °C, about 28 years. Root finding on the barrier integral gives times longer by less than 1%.

The activation energy that an Arrhenius plot of $t_p$ would show is the derivative of $\ln t_p$ with respect to $\beta=1/kT$ at fixed $p$:

$$E_a=\frac{d\ln t_p}{d\beta}=E_0+sz_p+\beta z_p\frac{ds}{d\beta}.$$

Since $s^2=\sigma^2+\pi^2/(6\beta^2)$, differentiation gives $2s\,ds/d\beta=-\pi^2/(3\beta^3)$. Hence $\beta\,ds/d\beta=-\pi^2/(6\beta^2s)=-(s^2-\sigma^2)/s$, and

$$E_a=E_0+sz_p-\frac{s^2-\sigma^2}{s}z_p=E_0+\frac{\sigma^2}{s}z_p .$$

For the limit of 0.10 V at 85 °C this is $1.05+0.421\times0.0400/0.2039=1.133$ eV. A finite difference of the barrier integral over 4 K gives 1.132 eV. A limit at half of the full imprint would give $E_0=1.05$ eV, because $z_p$ is then zero. A stricter limit gives a lower activation energy, since it is reached by filling the traps with low barriers. An energy measured for one limit should therefore not be used for another without the width $\sigma$.

Imprint also affects how well each state keeps its polarization when the electrodes are shorted. Setting $V=0$ in the voltage equation of the first half and solving for the film's field gives

$$E_f=-\frac{(P+Q)\,d_i}{\varepsilon_0\left(\varepsilon_id_f+\varepsilon_fd_i\right)} .$$

In the stored state $P$ is negative and larger in magnitude than $Q$. The trapped charge then reduces the depolarizing field. In the opposite state $P$ and $Q$ have the same sign, and the depolarizing field grows. To obtain numbers, describe the two branches of the film's loop by

$$P=P_s\tanh\frac{E_f\pm E_c}{w},$$

with $P_s=15\ \mu\mathrm{C/cm^2}$, $E_c=1.0$ MV/cm and $w=0.3$ MV/cm, the upper sign belonging to the positive state at rest. Before imprint both states retain $14.1\ \mu\mathrm{C/cm^2}$ in magnitude. After ten years in the stored state at 85 °C, $Q=0.917\times4.005=3.67\ \mu\mathrm{C/cm^2}$. The stored polarization has risen to 14.6 and the opposite one, if written to saturation then, reaches $13.3\ \mu\mathrm{C/cm^2}$. For the latter the field equation gives $E_f=-0.58$ MV/cm, and indeed $15\tanh(0.42/0.3)=13.3$.

In this model the loss of remanence is modest, and the shift of the coercive voltages is the larger concern. They were $\pm1.10$ V and have become $+1.24$ V and $-0.96$ V. A positive write pulse loses 0.14 V of its margin. The fixed branches describe the polarization immediately after writing. Domains that switch back slowly under the increased depolarizing field would lower the opposite polarization further, and this is not included.

Several neglected effects can be sized with the same numbers. The first is feedback. Trapped electrons weaken the interlayer field, from 4.82 MV/cm with empty traps to 3.62 MV/cm with full ones. The energy an electron gains in crossing 1 nm falls from 0.482 to 0.362 eV, which makes later captures harder. How far the barrier follows depends on the capture process. Suppose the atoms around a trap must distort before the electron can enter, and let the energies before and after capture be $\lambda y^2$ and $\lambda(y-1)^2+\Delta$, with $y$ the distortion and $\Delta$ the energy change. The curves cross at $y=(\lambda+\Delta)/2\lambda$, so the barrier is

$$E=\frac{(\lambda+\Delta)^2}{4\lambda},\qquad \frac{dE}{d\Delta}=\frac{\lambda+\Delta}{2\lambda}\approx\frac12\quad\text{for }|\Delta|\ll\lambda .$$

Half of the lost energy drop is 0.060 eV. Call it $\Lambda$, and let every barrier rise by $\Lambda f$ as the traps fill. This is a mean-field estimate, since each trap sees the average charge.

The kinetics can still be solved. All capture rates carry the common factor $e^{-\Lambda f/kT}$. Define a reduced time $h$ by $dh=e^{-\Lambda f/kT}dt$ with $h(0)=0$. In terms of $h$ each trap fills as if its barrier were constant, so $f=F(h)$, where $F$ is the filled share without feedback. The true time follows by inversion:

$$t=\int_0^h\exp\left[\frac{\Lambda F(h')}{kT}\right]dh' .$$

At 85 °C and $10^5$ s the share drops from 0.565 to 0.512, and the imprint from 85 to 77 mV. After ten years it drops from 0.917 to 0.873. Stepping the populations of 601 barrier groups forward in time gives 0.512 at $10^5$ s as well.

The second effect is the quantum motion of the atoms. Consider capture with $\Delta=0$, so that $E=\lambda/4$, and let the distortion be shared by many vibrations of one angular frequency $\omega$, each displaced slightly. A vibration with mean occupation $\bar n=1/(e^{\hbar\omega/kT}-1)$ gains a quantum with probability proportional to $\bar n+1$ and loses one with probability proportional to $\bar n$. Summed over many vibrations, the numbers gained and lost are independent Poisson numbers with means $S(\bar n+1)$ and $S\bar n$, where $S=\lambda/\hbar\omega=4E/\hbar\omega$. Energy conservation demands equal numbers, so the capture rate is proportional to

$$\sum_m\frac{[S(\bar n+1)]^m[S\bar n]^m}{(m!)^2}\,e^{-S(2\bar n+1)} .$$

For large $S$, Stirling's formula places the largest term at $m=S\sqrt{\bar n(\bar n+1)}$, and the exponent there is $-S[2\bar n+1-2\sqrt{\bar n(\bar n+1)}]$. With $b=\hbar\omega/2kT$ one has $2\bar n+1=\coth b$ and $2\sqrt{\bar n(\bar n+1)}=1/\sinh b$, and $\coth b-1/\sinh b=\tanh(b/2)$. The exponent is therefore

$$-\frac{4E}{\hbar\omega}\tanh\frac{\hbar\omega}{4kT}=-\frac{E}{kT_q},\qquad kT_q=\frac{\hbar\omega}{4}\coth\frac{\hbar\omega}{4kT}.$$

For $\hbar\omega\ll kT$ this returns $kT$. For a rough vibrational energy of 40 meV at 85 °C, $kT_q=0.0319$ eV instead of 0.0309 eV. Quantum motion eases the crossing and raises the share at $10^5$ s from 0.565 to 0.636, or 96 mV. The slower dependence of the prefactor on $E$ and $T$ is left in $\tau_0$. The effect is stronger on extrapolation in temperature, because $kT_q$ falls more slowly than $kT$ on cooling. With the same $\tau_0$ and 40 meV, the apparent activation energy for the 0.10 V limit drops from 1.13 to about 1.02 eV, ten years at 25 °C correspond to about $4\times10^5$ s at 85 °C, and the time to the limit at 25 °C falls from 28 years to about 3 years. The result is also sensitive to the vibrational energy: 60 meV would give a share of 0.72 at 85 °C and $10^5$ s. Feedback and quantum motion act in opposite directions, but their combined effect was not computed. Both estimates rest on $\lambda\approx4E_0=4.2$ eV, a large distortion energy, and on an energy change $\Delta$ that is small beside it. The energy drop of up to 0.48 eV across the interlayer is about a tenth of $\lambda$, so the transfer is only roughly level. With $\Delta=-0.48$ eV the mean barrier requires $\lambda=5.1$ eV, $\Lambda$ becomes 0.055 eV, and the share at $10^5$ s is about 0.518 with feedback alone and 0.65 with quantum motion alone.

The attempt time contains the electron's tunnelling through the interlayer. Its wave function decays as $e^{-\kappa x}$, so the probability falls as $e^{-2\kappa d_i}$. An effective mass of 0.2 electron masses and an electronic barrier of 1.8 eV on average across the interlayer, both rough, give $\kappa=3.07$ nm⁻¹. With an atomic vibration time of $10^{-13}$ s this yields $10^{-13}e^{6.15}=4.7\times10^{-11}$ s, about half the value used. Taking this shorter time would raise $f$ at $10^5$ s by about 0.045. In contrast, a Gaussian spread of 0.1 nm in trap depth spreads $\ln\tau_0$ by 0.61. That adds $0.61\,kT=0.019$ eV to $\sigma$ in quadrature and leaves $f$ at 0.565. The accompanying change of electrostatic lever arm is left out.

Emission back to the electrode is negligible at rest in the stored state if the trap level is aligned with the electrode's Fermi level in the absence of a field. With full traps the level then lies 0.362 eV below, and the equilibrium share of empty traps is $1/(1+e^{0.362/kT})\approx8\times10^{-6}$. A trap level higher by this amount would reach the Fermi level when all traps are full, so a sizeable share of the traps, about a quarter, would stay empty. The estimate also gives all traps the same level, so that the spread of barriers lies in $\lambda$. If it came from a spread of levels at fixed $\lambda$, the levels would scatter by about 0.45 eV, and equilibrium would cap the filled share near 0.82, below the ten-year value of 0.917. During a positive write pulse, and afterwards at rest in the opposite state, the interlayer field is reversed. At rest after the ten-year wait it lifts the trap level 0.58 eV above the Fermi level, and electrons tend to leave. The rigid shift therefore holds only for reading and writing that are fast compared with emission, and the imprint can fade while the opposite state is kept. The unphysical tail of negative barriers holds a share of only $8\times10^{-8}$.

Real capacitors of this kind have films near 10 nm, coercive fields around 1 MV/cm and remanent polarizations of order 10 to 20 µC/cm², and the example lies in that range. The trap parameters are far less certain. A mean barrier higher by 0.05 eV would multiply the time to a given imprint at 85 °C by $e^{0.05/0.03086}\approx5$. If the interlayer permittivity were 15 instead of 30, the same trapped charge would shift the loop by twice as much. The interlayer field is 4.8 MV/cm in the fresh stored state, 5.8 MV/cm in the opposite state written after ten years, and 6.2 to 7.1 MV/cm during a write pulse of 2 V, depending on the trapped charge. On the rising branch such a pulse brings the polarization only to 11 to 13 µC/cm²; across a fully switched film 2 V gives 7.0 to 8.3 MV/cm. Fields of this size can cause leakage and breakdown, which the model leaves out, and a real interlayer might not survive them. The ten-year figures therefore illustrate the law and do not predict the life of a device. Real devices also break the assumption of one fixed set of initially empty traps, since electric cycling can create defects and move charged ones. In the model $\Delta V$ is proportional to $N$ at fixed barriers, so a doubling of the trap density would double the imprint before feedback is counted. For a given device, measurements at several temperatures and over many decades of time are needed to fix $E_0$, $\sigma$, $\tau_0$ and $\Delta V_{\max}$ before the law is used to extrapolate.

## Computed results

```
Barrier mean, deviation: 1.05, 0.20 eV
Attempt time: 1.0e-10 s
Trap density: 2.50e+13 cm^-2; charge 4.01 uC/cm2
Ferroelectric, interlayer thickness: 10.0, 1.0 nm
Relative permittivities (film, interlayer): 30, 30
Saturation polarization: 15.0 uC/cm2
Film coercive field, branch width: 1.00, 0.30 MV/cm
Coercive voltage before imprint: 1.100 V
Largest imprint dV_max: 0.1508 V
U mean, variance, third cumulant: -0.57722, 1.64493, -2.40411
Error bound divided by (kT/sigma)^3: 0.4971
Random-event share, integral (85 C, 1e5 s): 0.5652, 0.5653
T = 25 C: kT = 0.02569 eV, total width s = 0.20270 eV
  t=1.000e+00 s: ln=23.026, f integral=0.0144, erf=0.0143, dV erf=2.2 mV
  t=1.000e+03 s: ln=29.934, f integral=0.0947, erf=0.0946, dV erf=14.3 mV
  t=1.000e+05 s: ln=34.539, f integral=0.2328, erf=0.2330, dV erf=35.1 mV
  t=3.154e+08 s: ln=42.595, f integral=0.6146, erf=0.6149, dV erf=92.7 mV
T = 85 C: kT = 0.03086 eV, total width s = 0.20388 eV
  t=1.000e+00 s: ln=23.026, f integral=0.0576, erf=0.0574, dV erf=8.7 mV
  t=1.000e+03 s: ln=29.934, f integral=0.2972, erf=0.2976, dV erf=44.9 mV
  t=1.000e+05 s: ln=34.539, f integral=0.5653, erf=0.5658, dV erf=85.3 mV
  t=3.154e+08 s: ln=42.595, f integral=0.9172, erf=0.9170, dV erf=138.3 mV
85 C: kT/sigma = 0.1543
85 C: error bound on f = 0.00183
85 C largest error: erf 0.00054, sharp front 0.03544
85 C largest error of erf with third-cumulant term: 0.000074
85 C greatest slope: formula 20.97, integral 20.98 mV/decade
85 C span from 10% to 90% filled: 7.35 decades
Limit 0.10 V: share 0.6632, z 0.4211
Time to limit at 25 C: formula 8.726e+08, integral 8.766e+08 s
Time to limit at 85 C: formula 5.404e+05, integral 5.439e+05 s
Apparent activation at 85 C: formula 1.1326, integral 1.1323 eV
Stored remanence, start and 10 years at 85 C: -14.08, -14.55 uC/cm2
Opposite remanence, start and 10 years at 85 C: 14.08, 13.28 uC/cm2
Interlayer field, empty and full traps: 4.82, 3.62 MV/cm
Electron energy drop, empty and full traps: 0.482, 0.362 eV
Feedback barrier rise at full filling: 0.0600 eV
Share at 85 C, 1e5 s with feedback: 0.5121 (direct 0.5121)
Share at 85 C, 10 years with feedback: 0.8727
Phonon energy 40 meV; effective kT at 85 C: 0.03194 eV
Share at 85 C, 1e5 s with quantum lattice: 0.6364
Tunnelling inputs: mass 0.2 m_e, height 1.8 eV
Decay constant 3.074 nm^-1; estimated attempt time 4.68e-11 s
Depth spread 0.1 nm: spread of ln(tau0) 0.615
Share at 85 C, 1e5 s with depth spread: 0.5650
Equilibrium empty share from back-emission at 85 C: 8.08e-06
Gaussian share with negative barriers: 7.60e-08
```
